# When nanograins cut an alloy's heat conductivity by the larger fraction

Suppose lattice heat is carried by sound waves of speed \(v\) up to a cutoff frequency \(\omega_D\), and that three processes scatter them: phonon–phonon (Umklapp) collisions at rate \(B\omega^2\), mass disorder at rate \(A\omega^4\), and grain boundaries at rate \(v/L\), where \(L\) is an effective grain length. The five quantities \(v,\omega_D,B,A,L\) contain two units, metre and second, and so form three independent dimensionless groups:

\[
a=\frac{A\omega_D^2}{B},\qquad \beta=\frac{v}{L\,B\omega_D^2}=\frac{\Lambda_D}{L},\qquad B\omega_D ,
\]

with \(\Lambda_D=v/(B\omega_D^2)\). Give every wave the same classical heat capacity, so that temperature adds no frequency scale of its own. If conductivity is then a sum over waves of terms proportional to their lifetimes, multiplying all rates by one factor divides every conductivity by that factor and leaves ratios unchanged. This rescaling preserves \(a\) and \(\beta\) but changes \(B\omega_D\), so the last group drops out. The fractional loss caused by grains must therefore have the form

\[
F=1-\frac{\kappa(L)}{\kappa(\infty)}=F(a,\beta).
\]

The pure crystal is \(a=0\). The question is whether \(F(a,\beta)>F(0,\beta)\), with temperature, \(L\), \(v\), \(\omega_D\) and \(B\) held fixed. The answer depends on \(\beta\): the alloy loses the larger fraction above one crossover grain length, and the pure crystal does below it.

## The model

Take three isotropic acoustic branches of equal speed, \(n\) primitive cells per volume, and the classical heat capacity \(k_B\) per mode. The density of modes is \(3\omega^2/(2\pi^2v^3)\), and counting \(3n\) modes gives \(\omega_D^3=6\pi^2nv^3\). With \(x=\omega/\omega_D\), the heat capacity in \(dx\) is \(9nk_Bx^2dx\). Adding the scattering rates, as for independent events, gives the lifetime

\[
\tau=\frac{1}{B\omega_D^2\,(x^2+ax^4+\beta)} .
\]

Kinetic theory, \(\kappa=\tfrac13\int C v^2\tau\), then yields

\[
\kappa=3nk_Bv\Lambda_D\,I(a,\beta),\qquad I(a,\beta)=\int_0^1\frac{x^2\,dx}{x^2+ax^4+\beta}.
\]

The \(\omega^4\) law follows from one heavy site. With equal speeds, each displacement component obeys a scalar wave equation. A site of volume \(V\) with relative excess mass \(\varepsilon\) adds a source:

\[
\nabla^2u+k^2u=-\varepsilon k^2u\quad\text{inside }V .
\]

For wavelengths much longer than the site, the scattered wave is \(\varepsilon k^2V\,e^{ikr}/(4\pi r)\) per unit incident amplitude. Squaring the amplitude and integrating over directions gives the cross-section

\[
\sigma=4\pi\left(\frac{\varepsilon k^2V}{4\pi}\right)^2=\frac{\varepsilon^2k^4V^2}{4\pi}.
\]

In a random alloy \(\varepsilon\) is measured from the mean mass, so its average vanishes and the sites scatter independently. There are \(1/V\) sites per volume, and \(\Gamma=\langle\varepsilon^2\rangle\). The rate is

\[
\frac{v}{V}\,\frac{\Gamma k^4V^2}{4\pi}=A\omega^4,\qquad A=\frac{V\Gamma}{4\pi v^3}.
\]

The scattering is isotropic, so this is also the rate at which the heat current is lost.

## Where disorder leaves the heat

Without grains, the pure crystal has \(I(0,0)=1\): the factor \(x^2\) from the mode density cancels the \(x^{-2}\) of the lifetime, and heat is spread evenly over frequency. In the alloy,

\[
K\equiv\frac{\kappa_{\rm alloy}(\infty)}{\kappa_{\rm pure}(\infty)}=\int_0^1\frac{dx}{1+ax^2}=\frac{\arctan\sqrt a}{\sqrt a}<1 ,
\]

and the normalized heat spectrum is

\[
w(x)=\frac{1}{K(1+ax^2)} .
\]

Disorder removes heat from high frequencies and spares the low ones.

Paths shorten as frequency rises, so the median path belongs to the frequency that halves the heat. In the pure crystal this is \(x=\tfrac12\), with path \(\Lambda_D/x^2=4\Lambda_D\). In the alloy, \(\arctan(\sqrt a\,x)=\tfrac12\arctan\sqrt a\). Writing \(t=\tan(\tfrac12\arctan\sqrt a)\), we have \(x^2=t^2/a\), and the median path is

\[
\frac{\Lambda_D}{x^2+ax^4}=\frac{a\Lambda_D}{t^2(1+t^2)} .
\]

For \(a\gg1\), \(t\to1\) and this tends to \(a\Lambda_D/2\), far above \(4\Lambda_D\). The alloy's heat is then indeed mainly in long-path phonons.

## Two opposing effects

Subtracting \(I(a,\beta)\) from \(I(a,0)=K\) and dividing by \(K\) gives

\[
F_{\rm alloy}=\int_0^1 w(x)\,\frac{\beta}{x^2+ax^4+\beta}\,dx,\qquad
F_{\rm pure}=\int_0^1\frac{\beta\,dx}{x^2+\beta}=\sqrt\beta\arctan\frac1{\sqrt\beta}.
\]

The alloy differs in two places. To separate them, combine the alloy's spectrum with the pure crystal's paths:

\[
F_{\rm mix}=\int_0^1 w(x)\,\phi(x)\,dx,\qquad \phi(x)=\frac{\beta}{x^2+\beta}.
\]

Both \(w\) and \(\phi\) decrease with \(x\), and \(w\) has mean 1. Let \(w(x_0)=1\). Since \(\int_0^1(w-1)dx=0\),

\[
F_{\rm mix}-F_{\rm pure}=\int_0^1(w-1)\,[\phi(x)-\phi(x_0)]\,dx>0,
\]

because the two factors have the same sign on either side of \(x_0\). The shift of heat to low frequency therefore raises the loss.

Restoring the term \(ax^4\) in the denominator lowers the integrand at every \(x>0\), so \(F_{\rm alloy}<F_{\rm mix}\). Disorder has already shortened each path, and a boundary then removes less of what remains. The spectral shift alone cannot settle the comparison.

## Large and small grains

For large grains, the conductivity lost by the alloy, in units of \(3nk_Bv\Lambda_D\), is \(KF_{\rm alloy}\). Substituting \(x=\sqrt\beta\,y\),

\[
KF_{\rm alloy}=\sqrt\beta\int_0^{1/\sqrt\beta}\frac{dy}{(1+a\beta y^2)(1+y^2+a\beta y^4)}\;\to\;\frac{\pi}{2}\sqrt\beta
\]

when \(\beta\ll1\) and \(a\beta\ll1\). The pure crystal loses the same amount, since the affected waves have frequencies too low to feel the disorder. The alloy had less to begin with, so \(F_{\rm alloy}/F_{\rm pure}\to1/K>1\).

For small grains, \(\beta\gg1+a\), boundaries dominate every rate and both integrals tend to \(\int_0^1x^2dx/\beta=1/(3\beta)\). Now it is the conductivity kept that is equal. The kept fractions are \(1/(3\beta)\) for the pure crystal and \(1/(3\beta K)\) for the alloy, so the pure crystal loses more.

Between these limits the alloy integral is elementary. Factor the denominator as \(a(x^2+p)(x^2+q)\), with \(p+q=1/a\) and \(pq=\beta/a\), and use

\[
\frac{x^2}{(x^2+p)(x^2+q)}=\frac{1}{q-p}\left[\frac{q}{x^2+q}-\frac{p}{x^2+p}\right].
\]

Integration gives

\[
I(a,\beta)=\frac{\sqrt q\arctan(1/\sqrt q)-\sqrt p\arctan(1/\sqrt p)}{a(q-p)} .
\]

If \(4a\beta>1\), \(p\) and \(q\) are complex conjugates and the result is still real; at \(4a\beta=1\) the roots coincide and the formula must be read as its limit \(p\to q\). For \(a\gg1\) and \(\beta\ll a\), both roots are small and each arctangent tends to \(\pi/2\). The numerator becomes \(\tfrac{\pi}{2}(\sqrt q-\sqrt p)\), which cancels against \(q-p=(\sqrt q-\sqrt p)(\sqrt q+\sqrt p)\). Since \((\sqrt p+\sqrt q)^2=[1+2\sqrt{a\beta}]/a\),

\[
\frac{\kappa_{\rm alloy}(L)}{\kappa_{\rm alloy}(\infty)}\approx\frac{1}{\sqrt{1+2\sqrt{a\Lambda_D/L}}} .
\]

The approach to this law is slow: at \(\beta=a/100\) it still overstates the kept fraction by 30 to 40 % for \(a\ge100\), so it serves for large grains only. The alloy responds to grains over a very wide range of sizes: by this formula it has lost 9 % at \(L=100\,a\Lambda_D\) and 42 % at \(L=a\Lambda_D\).

## Why there is one crossover

The two limits guarantee a crossing. To count crossings, sort the heat by its dimensionless bulk scattering rate \(g\). In the pure crystal \(g=x^2\), and the heat density is \(f_p=1/(2\sqrt g)\) for \(g<1\). In the alloy \(g=x^2+ax^4\), so \(dg/dx=2x(1+2ax^2)\) and \(f_a=w/(dg/dx)\). With \(\sqrt g=x\sqrt{1+ax^2}\),

\[
\frac{f_a}{f_p}=\frac{1}{K\sqrt{1+ax^2}\,(1+2ax^2)}\qquad(g<1).
\]

This falls steadily from \(1/K>1\). For \(1<g<1+a\) only the alloy has heat. Both densities integrate to 1, so the ratio must drop below 1 at some \(g_1<1\). Hence \(h=f_a-f_p\) has the signs \(+,-,+\), changing at \(g_1\) and at 1, and

\[
F_{\rm alloy}-F_{\rm pure}=\beta\int\frac{h(g)}{g+\beta}\,dg,\qquad \int h\,dg=0 .
\]

Suppose this difference vanished at two values \(\beta_1\ne\beta_2\). By partial fractions,

\[
\frac{(g-g_1)(g-1)}{(g+\beta_1)(g+\beta_2)}=1+\frac{c_1}{g+\beta_1}+\frac{c_2}{g+\beta_2}
\]

for some constants \(c_1,c_2\). Multiplied by \(h\) and integrated, the right side gives zero. The left side has the same signs as \(h\), so its integral is positive. The contradiction shows that, for each \(a>0\), there is exactly one crossover length \(L^*\) in this model.

## Silicon and a silicon–germanium alloy

Take rough values for silicon at 300 K: conductivity 150 W/(m K), \(v=6400\) m/s and lattice constant 0.543 nm, which gives \(n=2.498\times10^{28}\ \mathrm{m^{-3}}\). Since \(I(0,0)=1\),

\[
\Lambda_D=\frac{150}{3(2.498\times10^{28})(1.381\times10^{-23})(6400)}\ \text{m}=22.65\ \text{nm}.
\]

For 20 % germanium, with masses 28.1 and 72.6 u and mean 37.0 u,

\[
\Gamma=0.8\left(1-\frac{28.1}{37.0}\right)^2+0.2\left(1-\frac{72.6}{37.0}\right)^2=0.231 .
\]

Each primitive cell holds two atoms, so the volume per site is \(V=1/(2n)=0.0200\ \mathrm{nm^3}\), and \(A=V\Gamma/(4\pi v^3)=1.406\times10^{-42}\ \mathrm{s^3}\). With \(B=5.313\times10^{-17}\) s and \(\omega_D=7.293\times10^{13}\) rad/s, \(a=A\omega_D^2/B=141\). Hence \(K=0.125\), and the alloy's bulk conductivity is 18.8 W/(m K). The median path rises from 91 nm in the pure crystal to about 2.0 µm in the alloy.

The fractional losses are:

| \(L\) (nm) | pure | mixed | alloy |
|---|---|---|---|
| 5 | 93.5 % | 99.0 % | 90.9 % |
| 20 | 80.3 % | 96.6 % | 85.0 % |
| 100 | 53.6 % | 89.4 % | 75.5 % |
| 1000 | 21.4 % | 67.7 % | 56.2 % |

At 20 nm the spectral shift adds 16.3 percentage points and the shorter paths take back 11.6, so the alloy loses more. At 5 nm the shift adds only 5.5 points, because the pure crystal is already near total loss, and the shorter paths take back 8.1. The order reverses at \(L^*=10\) nm, where both lose 88 %. In absolute terms the alloy remains the poorer conductor: at 20 nm it keeps 2.8 W/(m K), against 29.6 for the pure crystal.

Neither limiting ratio is reached in the table. The large-grain limit needs \(L\gg a\Lambda_D\approx3.2\) µm; at 1 µm the losses differ by a factor 2.6, not \(1/K=8.0\). The small-grain limit needs \(L\ll\Lambda_D/(1+a)\approx0.16\) nm, which is below the atomic spacing. It serves to fix a sign, not to describe a material.

Stronger disorder moves the crossover down: \(L^*/\Lambda_D\) is 2.4, 1.1, 0.50 and 0.23 for \(a=1\), 10, 100 and 1000.

## What the boundaries must do

Long paths matter only if boundaries intercept them. Suppose instead that the boundary rate were proportional to \(\omega^2\), equal to \(\beta x^2\) in units of \(B\omega_D^2\), where \(\beta\) now measures its strength. Then

\[
F_{\rm pure}=\frac{\beta}{1+\beta},\qquad F_{\rm alloy}=\int_0^1 w(x)\frac{\beta}{1+ax^2+\beta}\,dx<\frac{\beta}{1+\beta}.
\]

The alloy would lose the smaller fraction at every strength, although its bulk heat still travels on long paths. For the intermediate case of a rate \((v/L)x\), the example's crossover moves from 10 to 17 nm.

## How far the example can be trusted

The model alloy conducts too well: real bulk alloys of this composition lie roughly below 10 W/(m K). Real silicon also carries much of its heat on paths of several hundred nanometres, longer than the model's 91 nm median. Part of the reason for this second discrepancy is that real phonons slow down near the zone boundary and carry less heat there, so for the same bulk value the low-frequency phonons must have longer paths. This does not cure the first discrepancy: a sine-shaped dispersion raises the model alloy to 23 W/(m K). The following changes were made with the pure bulk value held at 150 W/(m K):

- A sine-shaped dispersion moves \(L^*\) to 13 nm.
- The quantum heat capacity moves it to 11 nm.
- The alloy's heavier mean mass leaves it at 10 nm, if \(B\) is taken to rise in inverse proportion to the sound speed: at each wavelength all three rates then fall by the same factor.
- These three together give 14 nm. The losses at 20 nm are then 92.4 % (pure) and 93.3 % (alloy), almost equal.
- Treating half of \(B\omega^2\) as momentum-conserving collisions, in Callaway's scheme, gives 15 nm.

The long-wave disorder rate also fails at the top of the spectrum, where it predicts paths below one atomic spacing. Such paths carry 0.8 % of the alloy's bulk heat, and forbidding them moves \(L^*\) to 11 nm. Natural isotope disorder, neglected in the pure crystal, would lower its bulk conductivity by about 4 % in the basic model.

Nanostructured silicon–germanium has grains of roughly 10 to 20 nm, which is where these variants place the crossover. None of them corrects the alloy's excess conductivity, and the window is not firm: strengthening the disorder until the basic model's alloy conducts 10 W/(m K) lowers \(L^*\) to 6.5 nm, while adding a boundary rate proportional to frequency to the three-change variant raises it to about 30 nm. The effective length \(L\) also differs from the grain diameter when boundaries transmit part of the heat. For such grains the model does not decide which material loses the larger fraction. For \(L\) of 100 nm and more, the basic model and the three-change variant both give the larger fractional loss to the alloy, provided the boundaries scatter low-frequency phonons as strongly as assumed. The numerical output lists the remaining values.

## Numbers as computed

```
rough inputs: pure 150 W/(m K), v 6400 m/s, lattice 0.543 nm, T 300 K
masses Si 28.1, Ge 72.6, mean 37.0 u; Ge share 0.20
mass variance Gamma: 0.2314
atomic volume: 0.02001 nm^3; atomic spacing: 0.272 nm
cell density: 2.498e+28 m^-3; Debye wave number: 11.39 nm^-1
Debye angular frequency: 7.293e+13 rad/s
B: 5.313e-17 s; A: 1.406e-42 s^3
shortest Umklapp path path_D: 22.65 nm
disorder parameter a: 140.7
alloy/pure bulk ratio K: 0.1253; inverse 1/K: 7.98
alloy bulk conductivity: 18.80 W/(m K)
median heat path, pure: 90.6 nm
median heat path, alloy: 2044 nm
losses in %: pure | alloy spectrum with pure paths | alloy; kept W/(m K)
  L 5 nm: 93.5 | 99.0 | 90.9; pure 9.77, alloy 1.71
  L 20 nm: 80.3 | 96.6 | 85.0; pure 29.59, alloy 2.82
  L 100 nm: 53.6 | 89.4 | 75.5; pure 69.58, alloy 4.60
  L 1000 nm: 21.4 | 67.7 | 56.2; pure 117.91, alloy 8.23
crossover grain length L*: 10.12 nm
loss of both at L*: 88.1 %
  L*/path_D for a = 1: 2.360
  L*/path_D for a = 10: 1.136
  L*/path_D for a = 100: 0.502
  L*/path_D for a = 1000: 0.233
alloy/pure sound speed from mean mass: 0.871
neglected effects: recomputed L* and alloy bulk conductivity
  quantum heat capacity: L* 10.8 nm, alloy 19.47 W/(m K)
  sine dispersion: L* 12.9 nm, alloy 23.44 W/(m K)
  heavier mean mass of alloy: L* 10.1 nm, alloy 16.38 W/(m K)
  boundary rate proportional to frequency: L* 17.1 nm, alloy 18.80 W/(m K)
  half of B w^2 as normal processes: L* 15.0 nm, alloy 14.88 W/(m K)
  path floor of one atomic spacing: L* 10.6 nm, alloy 18.84 W/(m K)
  first three together: L* 13.9 nm, alloy 20.73 W/(m K)
  first three together, L 5 nm: pure loses 97.7 %, alloy 96.7 %
  first three together, L 20 nm: pure loses 92.4 %, alloy 93.3 %
  first three together, L 100 nm: pure loses 76.8 %, alloy 86.8 %
  first three together, L 1000 nm: pure loses 41.8 %, alloy 71.1 %
alloy bulk heat on paths below one atomic spacing: 0.80 %
natural isotopes (rough Gamma 2.0e-04) lower pure bulk by 3.8 %
```
